Infinite-order DKH and BSS: one spectrum, two different Hamiltonians

Q: I have converged a Douglas-Kroll-Hess (DKH) calculation in the number of transformations, and a colleague has the Barysz-Sadlej-Snijders (BSS) Hamiltonian for the same ion. Both remove the coupling to the negative-energy states completely, so I take them to be the same operator. I plan to combine my eigenvectors with his property matrices. Is anything wrong with that?

A: Yes. Complete decoupling with the positive-energy states in the upper block fixes the spectrum of that block, but not the operator in it. Suppose U brings the Dirac Hamiltonian H to block-diagonal form with upper block h. If K is any unitary operator acting within the upper block, KU decouples H equally well and gives KhK†. The eigenvalues are the same, but the matrix is different unless K commutes with h. So we must find out whether the two schemes choose the same U.

Q: They start from the same place, don't they?

A: In the form I shall compare, yes. For one electron in a potential V, the Dirac Hamiltonian in two-component blocks is

H_D = ( mc² + V, cσ·p ; cσ·p, −mc² + V ),

where the semicolon separates rows. Both schemes first apply the free-particle Foldy-Wouthuysen transformation

U0 = ( A, B ; −B, A ),
A = √[(Ep + mc²)/(2Ep)], B = cσ·p / √[2Ep(Ep + mc²)],
Ep = √(m²c⁴ + c²p²).

Since (σ·p)² = p², we have A² − B² = mc²/Ep and 2AB = cσ·p/Ep. For V = 0 the new upper block is

mc²(A² − B²) + 2AB cσ·p = (m²c⁴ + c²p²)/Ep = Ep,

and the off-diagonal block is cσ·p(A² − B²) − 2mc²AB = 0. With the potential, and with λ counting its powers,

H = E0 + λ(E1 + O1), E0 = diag(Ep, −Ep).

The even part E1 is block-diagonal, with upper block AVA + BVB. The odd part O1 is block-off-diagonal, with upper right block BVA − AVB. The physical potential has λ = 1. One-step schemes that omit U0 are outside this comparison.

Q: DKH then removes the odd part order by order. What does it give at third order?

A: Its transformation is a product,

U_D = … exp(λ³W3) exp(λ²W2) exp(λW1),

where each Wk is odd, anti-Hermitian and of pure order k. For one factor,

e^W H e^(−W) = H + [W,H] + ½[W,[W,H]] + (1/6)[W,[W,[W,H]]] + …

A commutator of two odd or two even operators is even; a mixed one is odd. At first order the odd part must vanish:

[W1,E0] = −O1. (1)

In the eigenbasis of E0, with eigenvalues e_i, this reads (W1)_ij = (O1)_ij/(e_i − e_j). The indices belong to opposite blocks, so the denominator is at least 2mc² in magnitude and the odd solution is unique.

After the first factor, the second-order term is

[W1,E1] + [W1,O1] + ½[W1,[W1,E0]] = [W1,E1] + ½[W1,O1],

by (1). The last term is even and stays in the Hamiltonian. The first is odd, and W2 removes it:

[W2,E0] = −[W1,E1]. (2)

The third-order term after the first factor is

½[W1,[W1,E1]] + ½[W1,[W1,O1]] + (1/6)[W1,[W1,[W1,E0]]].

By (1), the last two combine to (1/3)[W1,[W1,O1]], which is odd. The even part is ½[W1,[W1,E1]]. The second factor adds [W2,E1] at third order, which is odd; it cannot add [W2,O1], because O1 has already gone. The third factor adds only the odd term [W3,E0] at this order, and later factors start higher. Therefore

h3(DKH) = ½[W1,[W1,E1]]. (3)

Here and below, the positive-energy block is understood for h.

Q: And BSS? It is usually written with an operator R, not with an exponential.

A: R maps the upper component φ of a positive-energy solution to its lower component Rφ. This requires the upper components to span the whole upper space. The BSS transformation is

U_B = ( Ω, ΩR† ; −Ω′R, Ω′ ),
Ω = (1 + R†R)^(−1/2), Ω′ = (1 + RR†)^(−1/2).

Its lower row acting on (φ, Rφ) gives −Ω′Rφ + Ω′Rφ = 0, so it decouples. To find its generator in a finite basis, write the singular value decomposition as R = Y tanθ X†, with X and Y unitary and θ diagonal, 0 ≤ θ < π/2. Then Ω = X cosθ X† and ΩR† = X sinθ Y†, so

U_B = ( X cosθ X†, X sinθ Y† ; −Y sinθ X†, Y cosθ Y† ) = exp(S),
S = ( 0, XθY† ; −YθX†, 0 ).

For each pair of singular vectors this is a plane rotation through the angle θ, written as the exponential of its generator. BSS thus has a single, purely odd generator S = λS1 + λ²S2 + λ³S3 + …, which is the Schrieffer-Wolff form.

Q: But the conditions for S1 and S2 should be the ones you solved already.

A: They are. The first-order condition is (1). At second order, the odd terms are [S2,E0] + [S1,E1], which must vanish, as in (2). By uniqueness S1 = W1 and S2 = W2. The second-order even term is again ½[W1,O1], so the Hamiltonians agree through second order.

At third order the single exponential brings S1 and S2 together in one double commutator. Collecting the even terms,

h3(BSS) = [W2,O1] + ½[W1,[W2,E0]] + ½[W2,[W1,E0]] + ½[W1,[W1,E1]].

S3 enters here only through the odd term [S3,E0]. By (2) the second term is −½[W1,[W1,E1]], which cancels the fourth. By (1) the third is −½[W2,O1]. What remains is

h3(BSS) = ½[W2,O1]. (4)

Q: Equations (3) and (4) look different, but they might be the same operator in disguise.

A: Subtract them. Use (2) to replace [W1,E1] in (3), and (1) to replace O1 in (4):

h3(DKH) − h3(BSS) = −½[W1,[W2,E0]] + ½[W2,[W1,E0]].

The Jacobi identity says [W2,[W1,E0]] − [W1,[W2,E0]] = [[W2,W1],E0]. Hence

Δ3 = h3(DKH) − h3(BSS) = ½[[W2,W1],E0]. (5)

Let k3 be the upper block of ½[W2,W1]. In the eigenbasis of Ep,

(Δ3)_ij = (k3)_ij (E_j − E_i). (6)

The diagonal vanishes, but the off-diagonal elements generally do not. They vanish in special cases. With a single momentum level there is no energy difference. With a constant potential, V commutes with A and B, so O1 = 0 and both generators vanish.

Q: How can different operators have the same eigenvalues? Is that an accident of third order?

A: No. Both transformations send the positive-energy subspace to the upper block. Therefore K = U_D U_B† is block-diagonal, and

h(DKH) = K h(BSS) K†. (7)

This holds wherever R exists and the DKH product converges to a decoupling transformation. To find K, combine the exponentials with the Baker-Campbell-Hausdorff formula:

log U_D = λW1 + λ²W2 + λ³(W3 + ½[W2,W1]) + O(λ⁴).

A product of odd generators has acquired an even part in its logarithm. Now write K = e^k with k even. Then

log(e^k e^S) = k + S + ½[k,S] + …

Matching even parts shows that k has no first- or second-order term, and that its third-order term is ½[W2,W1]. Expanding (7), the third-order difference is [k3,Ep], which is (5) again. Physically, the two schemes use different frames for the same positive-energy states.

Q: I thought low-order DKH was independent of how the unitary transformation is parametrized. Doesn't that exclude a difference at third order?

A: That independence concerns the form of each factor in the DKH product. Take W + √(1 + W²) instead of e^W. For anti-Hermitian W with norm below 1 it is unitary, because its adjoint is √(1 + W²) − W and the product is 1. It equals exp(arcsinh W), so its generator is W + aW³ + …, with a = −1/6.

At third order the cube adds a[W1³,E0], which is odd, so (3) survives. At fourth order it adds the even terms

a[W1³,O1] + ½a[W1³,[W1,E0]] + ½a[W1,[W1³,E0]].

With (1), the first two sum to −½a[W1³,[W1,E0]]. The Jacobi identity then turns the whole expression into ½a[[W1,W1³],E0] = 0. The changed W3 cannot help at fourth order: its partner would have to be the first-order odd term, which is gone.

Q: Does the protection continue?

A: It ends at fifth order. The odd part of log U_D through third order must equal S, since k starts at third order. The new W3 is therefore W3 − aW1³. The fourth-order odd part involves no cube, so W4 is unchanged. Two commutators linear in a then enter the even part of log U_D at fifth order:

½[W2,aW1³] + ½[−aW1³,W2] = a[W2,W1³].

Further nested commutators containing the cube are odd or of higher order. Commuting with E0 gives the change in the Hamiltonian:

δh5 = −(1/6)[[W2,W1³],E0]. (8)

A single generator that mixes orders, as in BSS, is not a different form of one pure-order factor. It lies outside this family, so its third-order term is not protected.

Q: For light atoms, should I expect to see any of this?

A: Keep the momenta and the matrix elements of V fixed and let c grow. Then A → 1 and B → σ·p/(2mc), so O1 is of order 1/c. Its denominator in (1) is close to 2mc², which makes W1 at most of order c⁻³. Equation (2) adds another factor c⁻², so W2 is at most of order c⁻⁵, and k3 of order c⁻⁸. In (6) the rest energies cancel and E_j − E_i tends to a difference of p²/2m. Hence Δ3 is at most of order c⁻⁸, while (3) and (4) individually are bounded by order c⁻⁶. Any c⁻⁶ part is common to both schemes.

This estimate fails for momenta comparable with mc or larger. A Coulomb singularity calls for such momenta, and a basis with steep functions contains them.

Q: Then show me a heavy case.

A: Take the s1/2 states of the one-electron ion Sn⁴⁹⁺, with V = −Ze²/r and Z = 50. The basis has 14 s Gaussians, with exponents from 75.0 to 1.86 × 10⁷ bohr⁻². The small-component functions are σ·p acting on the large-component functions (restricted kinetic balance). The operators above become finite matrices, and the algebra applies to them. The reference is the Dirac matrix in this basis; it leaves out nuclear size and quantum electrodynamics.

For a point nucleus the analytic 1s energy, without rest energy, is

E = mc²[√(1 − (Zα)²) − 1], α = e²/(ħc).

In atomic units c = 137.036, so mc² = 18778.9 hartree and Zα = 50/137.036 = 0.36487. The square root is 0.93106, and E = −0.06894 × 18778.9 = −1294.6 hartree. More precisely, the analytic value is −1294.626 hartree and the Dirac matrix gives −1294.613 hartree, a basis error of 0.013 hartree.

DKH with 30 exponential factors and BSS both give −1294.613 hartree, or −35228.2 eV. Over all 14 positive-energy levels, the largest deviation of either scheme from the Dirac matrix is 2.3 × 10⁻⁹ hartree.

Q: So far that supports me. How different are the matrices?

A: The spectral norm, meaning the largest singular value, of the full difference h(DKH) − h(BSS) is 89.3 hartree. Its third-order part has norm 116.2 hartree, both from (5) and from interpolation of the two numerically constructed Hamiltonians in λ. The matrices behind these two numbers were compared as a test, as were (3), (4) and the third-order part of K.

The orders beyond the third have a combined norm of 28.2 hartree. The triangle inequality requires the full difference to be at least 116.2 − 28.2 = 88.0 hartree. The actual 89.3 is close to that minimum, so the higher orders mostly oppose the leading term where it is largest.

Q: A difference of 89 hartree, and nobody notices it in the energy?

A: The norm says little about the 1s state. The norm of k3 is only 1.44 × 10⁻⁴. By (5), Δ3 = [k3,Ep], and subtracting the midpoint of the Ep levels from Ep leaves this commutator unchanged. The shifted Ep has a norm of half the spread of the levels, and the commutator has two terms, so the norm of Δ3 cannot exceed the norm of k3 times the full spread. That spread must therefore be at least

116.2 / (1.444 × 10⁻⁴) ≈ 8.05 × 10⁵ hartree,

or about 43 mc². Such a large norm is possible only because the basis contains very high momenta, and its value belongs to this basis: the norm of the full difference falls to 8.0 hartree when the four steepest functions are dropped and rises to 641 hartree when four steeper ones continue the same sequence.

Between BSS eigenstates, the 1s-1s element of the full difference is 2.20 × 10⁻⁴ hartree and the element between 1s and the second level, which is only a rough 2s state in this basis, has magnitude 3.16 × 10⁻⁴ hartree. The first must be nonnegative: BSS 1s is a trial state for h(DKH), whose lowest eigenvalue is the same.

Q: What if I stop both expansions at third order? Do the spectra still agree?

A: They need not. Rotate the truncated BSS operator with exp(λ³k3), which leaves its eigenvalues alone. Through third order it now matches truncated DKH. The first mismatch, DKH minus rotated BSS, is −λ⁴[k3,E1], with E1 restricted to the upper block. Eigenvalues of Hermitian matrices shift by no more than the norm of the perturbation, so the spectra differ at most at order λ⁴, the order already neglected.

For Sn⁴⁹⁺, halving λ from 0.04 to 0.02 reduces the difference between the two lists of eigenvalues with a measured power of 4.002. At λ = 1 the truncated 1s energies are −1294.664 hartree for DKH and −1294.797 hartree for BSS. Relative to the Dirac matrix, the errors are −0.051 and −0.184 hartree. They are not fully converged in the basis: with 30 Gaussians reaching 5.4 × 10⁹ bohr⁻² they become −0.052 and −0.189 hartree. One state of one ion does not rank the schemes in general.

Q: Then, with the full transformations, may I use my eigenvectors with my colleague's property matrices?

A: No. Let P be a four-component property operator after the U0 step. Its two-component forms are the upper blocks of U_D P U_D† and U_B P U_B†, so P_D = K P_B K†. The eigenvectors obey ψ_D = Kψ_B up to a phase or, in a degenerate level, up to a unitary mixing of its states; below, ψ_D and ψ_B denote matching states. Each consistent pair gives the four-component expectation value. Your mixed pair gives

⟨ψ_D|P_B|ψ_D⟩ = ⟨ψ_B|K†P_B K|ψ_B⟩ = ⟨P_B⟩ + ⟨[P_B,k]⟩ + O(k²),

where the averages on the right are taken in ψ_B. The error is generally of first order in k, and k starts at third order in the potential.

Q: You just showed that the 1s energy barely notices the wrong eigenvector. Why should a property be more sensitive?

A: For the energy, P_B is replaced by h(BSS), and ψ_B is its eigenvector. Then ⟨[h,k]⟩ = E⟨k⟩ − E⟨k⟩ = 0, so the error starts at second order in k. For another operator there is no such cancellation in general.

For 1/r in the 1s state, the four-component value and both consistent values are 53.70112 bohr⁻¹. The DKH state with the BSS operator gives 53.69856 bohr⁻¹, an error of −2.56 × 10⁻³ bohr⁻¹. Relative to the four-component value in this basis, this is −4.8 × 10⁻⁵. The energy error from using the BSS 1s vector with h(DKH) is 2.20 × 10⁻⁴/1294.6 = 1.7 × 10⁻⁷ in relative magnitude, about 280 times smaller. These figures shift with the steep functions. In the 30-function basis the four-component value is 53.70226 bohr⁻¹, close to the analytic point-nucleus value Z/√(1 − (Zα)²) = 53.70227 bohr⁻¹; the mixed error is −2.6 × 10⁻³ bohr⁻¹, the energy error 2.8 × 10⁻⁴ hartree, and the ratio about 230.

Q: And in a many-electron calculation, if each of us adds the ordinary, untransformed electron repulsion g?

A: Then even the equality of the spectra is no longer guaranteed. Let 𝒦 apply K to every electron, and let H1 denote the sum of the one-electron Hamiltonians. Your operator is

H1(DKH) + g = 𝒦[H1(BSS) + 𝒦†g𝒦]𝒦†.

It is equivalent to BSS with repulsion 𝒦†g𝒦, not with g. Agreement is restored if the repulsion is transformed consistently too. The numerical output below lists the one-electron results, including the fifth-order change in (8).

Q: So I can compare energies from the two one-electron Hamiltonians, but before exchanging matrices or vectors I need K.

A: Yes. Transform the property with the U that produced your Hamiltonian, or convert your colleague's matrix by K P_B K†. Agreement of the energies cannot tell you whether that conversion has been made.

Numbers as computed

```
nuclear charge Z: 50; s Gaussians: 14; DKH factors: 30
smallest, largest exponent: 75.0, 1.8609e+07 bohr^-2
speed of light: 137.035999 atomic units
1s energies, rest energy subtracted:
  analytic point-nucleus Dirac: -1294.626149 hartree
  matrix Dirac: -1294.613088 hartree
  DKH product: -1294.613088 hartree
  BSS: -1294.613088 hartree
  BSS converted: -35228.217 eV
  DKH cut after third order: -1294.663726 hartree
  BSS cut after third order: -1294.797224 hartree
  DKH minus BSS, both cut: 1.335e-01 hartree
largest eigenvalue mismatch, all 14 levels: 2.3e-09 hartree
relative odd remainder DKH, BSS: 3.2e-16, 4.2e-14
spectral norms (largest singular values):
  W1: 0.05816; W2: 0.00362 (dimensionless)
  third-order DKH term: 84.6284 hartree
  third-order BSS term: 96.9831 hartree
  their difference, commutator formula: 116.2068 hartree
  their difference, interpolation: 116.2068 hartree
  full DKH minus BSS operator: 89.3037 hartree
  full difference minus third-order part: 28.1677 hartree
  third-order part of K: 1.4437e-04 (dimensionless)
  even part of log U, DKH: 1.4711e-04; BSS: 3.4e-15
DKH minus BSS operator between BSS eigenstates:
  1s-1s element: 2.2042e-04 hartree
  1s-2s element, magnitude: 3.1640e-04 hartree
power of lam in truncated-spectrum difference: 4.002
exponential replaced by square-root form in every DKH factor:
  change at order 3: 0.0e+00; order 4: 8.3e-16 hartree
  change at order 5: 1.0609e-01 hartree
  predicted at order 5: 1.0609e-01 hartree
1s expectation value of 1/r:
  four-component: 53.70112088 bohr^-1
  DKH state, DKH operator: 53.70112088 bohr^-1
  BSS state, BSS operator: 53.70112088 bohr^-1
  DKH state, BSS operator: 53.69855981 bohr^-1
  mixed error: -2.561e-03 bohr^-1
  largest consistent error: 8.4e-12 bohr^-1
```
